# Rank-One and Rank-Two Times in Fractional Rotational Diffusion: a program that tests the result

```python
"""
Result under test: for time-fractional rotational diffusion of order alpha,
    dW/dt = K D_t^(1-alpha) Laplacian W   on the unit sphere,
the rank-l correlation <P_l(u(0).u(t))> is E_alpha(-(t/tau_l)^alpha), with
tau_l = (l(l+1)K)^(-1/alpha), hence tau_1/tau_2 = 3^(1/alpha).
Symbols: E_alpha Mittag-Leffler function, u molecular direction, P_l Legendre
polynomial, K fractional diffusion constant (time^-alpha), D_t^(1-alpha)
Riemann-Liouville derivative started at the preparation time t = 0.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial.transform import Rotation
from scipy.special import gamma

rng = np.random.default_rng(12345)
LOG_RATE = np.arange(-60.0, 60.0001, 0.05)
RATE = np.exp(LOG_RATE)


def relaxation(x, alpha):
    """E_alpha(-x^alpha) for 0 < alpha < 1 from its positive rate spectrum."""
    x = np.atleast_1d(np.asarray(x, dtype=float))
    spectrum = np.sin(np.pi * alpha) / np.pi / (
        2 * np.cosh(alpha * LOG_RATE) + 2 * np.cos(np.pi * alpha))
    return np.exp(-np.outer(x, RATE)) @ spectrum * 0.05


def relax(x, alpha):
    return float(relaxation(x, alpha)[0])


def legendre(rank, c):
    return c if rank == 1 else 1.5 * c**2 - 0.5


def fall_time(function, upper=100.0):
    """Time at which a decaying correlation reaches 1/e."""
    return brentq(lambda t: function(t) - np.exp(-1), 1e-5, upper)


# --- Rate-spectrum integral against the defining power series
mp.mp.dps = 40
for order in (0.5, 0.8):
    for x in (0.01, 0.3, 1.0, 5.0):
        z = -mp.mpf(x)**mp.mpf(order)
        series = mp.fsum(z**k / mp.gamma(1 + mp.mpf(order) * k)
                         for k in range(150))
        assert abs(float(series) - relax(x, order)) < 1e-10


# --- Direct solution of the fractional equation on a grid in cos(theta)
def solve_sphere(alpha, cells=60, steps=2000, end=2.2):
    """Polar start, K = 1/2 (time unit tau_1); returns t, <P_1>, <P_2>."""
    width = 2.0 / cells
    centre = -1 + width * (np.arange(cells) + 0.5)
    edge = -1 + width * np.arange(1, cells)
    coupling = (1 - edge**2) / width**2
    lap = np.diag(coupling, 1) + np.diag(coupling, -1)
    lap -= np.diag(lap.sum(axis=1))
    h = end / steps
    c = 0.5 * h**alpha
    weight = np.ones(steps + 1)
    for j in range(1, steps + 1):
        weight[j] = weight[j - 1] * (j - 1 + alpha) / j
    start = np.zeros(cells)
    start[-1] = 1.0
    density = np.zeros((steps + 1, cells))
    flow = np.zeros((steps + 1, cells))
    density[0] = start
    inverse = np.linalg.inv(np.eye(cells) - c * lap)
    for n in range(1, steps + 1):
        history = weight[n - 1:0:-1] @ flow[1:n]
        density[n] = inverse @ (start + c * history)
        flow[n] = lap @ density[n]
    moments = [density @ legendre(rank, centre) for rank in (1, 2)]
    return h * np.arange(steps + 1), [m / m[0] for m in moments]


grid_ratio = {}
for order in (0.5, 0.8):
    times, moments = solve_sphere(order)
    for rank, moment in zip((1, 2), moments):
        scale = (rank * (rank + 1) / 2)**(-1 / order)
        picks = np.array([200, 500, 1000, 2000])
        expected = relaxation(times[picks] / scale, order)
        # first-order time stepping limits the accuracy
        assert np.max(np.abs(moment[picks] - expected)) < 3e-3
    crossing = [np.interp(np.exp(-1), m[::-1], times[::-1]) for m in moments]
    grid_ratio[order] = crossing[0] / crossing[1]
    assert abs(grid_ratio[order] / 3**(1 / order) - 1) < 0.01


# --- Random walk of real vectors with Mittag-Leffler waits, fresh and aged
NODE, NODE_WEIGHT = np.polynomial.legendre.leggauss(200)


def aged_correlation(alpha, rate, age, t):
    """Correlation between times age and age + t; rate has unit time^-alpha."""
    s = 0.5 * t * (NODE + 1)
    later = relaxation(rate**(1 / alpha) * (t - s), alpha)
    integral = 0.5 * t * np.sum(NODE_WEIGHT * (age + s)**(alpha - 1) * later)
    return 1 - rate * integral / gamma(alpha)


def inverse_rate(v, alpha):
    return (np.sin(np.pi * alpha) / np.tan(np.pi * alpha * v)
            - np.cos(np.pi * alpha))**(1 / alpha)


def draw_waits(count, alpha):
    return rng.exponential(size=count) * inverse_rate(
        1 - rng.random(count), alpha)


def walk(angle, alpha, targets, count):
    u = np.zeros((count, 3))
    u[:, 2] = 1
    clock = draw_waits(count, alpha)
    snapshots = []
    for target in targets:
        while True:
            active = np.nonzero(clock < target)[0]
            if active.size == 0:
                break
            old = u[active]
            side = rng.normal(size=old.shape)
            side -= np.sum(side * old, axis=1)[:, None] * old
            side /= np.linalg.norm(side, axis=1)[:, None]
            u[active] = np.cos(angle) * old + np.sin(angle) * side
            clock[active] += draw_waits(active.size, alpha)
        snapshots.append(u.copy())
    return snapshots


alpha = 0.8
turn_ratio = {}
for degrees, count in ((60, 150000), (10, 30000)):
    angle = np.radians(degrees)
    rates = [1 - legendre(rank, np.cos(angle)) for rank in (1, 2)]
    t_walk = rates[0]**(-1 / alpha)
    first, second = walk(angle, alpha, (t_walk, 2 * t_walk), count)
    for rank, rate in zip((1, 2), rates):
        fresh = legendre(rank, first[:, 2])
        aged = legendre(rank, np.sum(first * second, axis=1))
        for sample, theory in (
                (fresh, relax(rate**(1 / alpha) * t_walk, alpha)),
                (aged, aged_correlation(alpha, rate, t_walk, t_walk))):
            error = sample.std() / np.sqrt(count)
            assert abs(sample.mean() - theory) < 5 * error
    turn_ratio[degrees] = (rates[1] / rates[0])**(1 / alpha)
    closed = (1.5 * (1 + np.cos(angle)))**(1 / alpha)
    assert abs(turn_ratio[degrees] - closed) < 1e-9

# --- Short-time and long-time laws, and growth of the truncated integral time
stretch = 3**(1 / alpha)
x_short, x_long = 1e-6, 1e5
short_1, short_2 = 1 - relaxation([x_short, stretch * x_short], alpha)
long_1, long_2 = relaxation([x_long, stretch * x_long], alpha)
assert abs(short_1 * gamma(1 + alpha) / x_short**alpha - 1) < 1e-3
assert abs(long_1 * gamma(1 - alpha) * x_long**alpha - 1) < 1e-3
assert abs(short_2 / short_1 - 3) < 1e-3 and abs(long_1 / long_2 - 3) < 1e-3


def area(end):
    log_x = np.linspace(np.log(1e-8), np.log(end), 1500)
    x = np.exp(log_x)
    return simpson(x * relaxation(x, alpha), x=log_x)


area_1 = [area(1e3), area(1e4)]
area_2 = area(1e4 * stretch) / stretch
assert abs(area_1[1] / area_1[0] / 10**(1 - alpha) - 1) < 0.01
assert abs(area_1[1] / area_2 - 3) < 0.01


# --- Loss spectrum by cosine integral of the correlation
def loss_from_time(w):
    value = quad(lambda t: relax(t, alpha), 0, np.inf, weight='cos',
                 wvar=w, epsabs=1e-6, limit=200)[0]
    return w * value


losses = {w: loss_from_time(w) for w in (0.7, 1.0, 1 / 0.7)}
for w, loss in losses.items():
    assert abs(loss + (1 / (1 + (1j * w)**alpha)).imag) < 1e-4
assert losses[1.0] > max(losses[0.7], losses[1 / 0.7])
assert abs(losses[1.0] - np.tan(np.pi * alpha / 4) / 2) < 1e-4

# --- Static mixture of ordinary diffusers with the same rank-one decay
quantile = (np.arange(40000) + 0.5) / 40000
mixture_rate = 1 / inverse_rate(quantile, alpha)


def mixture(rank, t):
    return np.mean(np.exp(-rank * (rank + 1) / 2 * mixture_rate * t))


for t in (0.1, 1.0, 10.0):
    assert abs(mixture(1, t) - relax(t, alpha)) < 1e-3
mixture_ratio = (fall_time(lambda t: mixture(1, t))
                 / fall_time(lambda t: mixture(2, t)))
assert abs(mixture_ratio - 3) < 1e-3


# --- Axially symmetric molecule: rates and weights of the tilted dipole
def axial_modes(rank, k_perp, k_par, tilt):
    m = np.arange(rank, -rank - 1, -1)
    raising = np.diag(np.sqrt(rank * (rank + 1) - m[1:] * (m[1:] + 1.0)), 1)
    j_y = (raising - raising.T) / 2j
    weights = np.abs(expm(-1j * tilt * j_y)[:, rank])**2
    return weights, k_perp * rank * (rank + 1) + (k_par - k_perp) * m**2


tilt_degrees, axial_factor = 35.0, 4.0
tilt = np.radians(tilt_degrees)
body = np.array([np.sin(tilt), 0, np.cos(tilt)])
walkers, small_step, number_steps = 30000, 0.0025, 80
vectors = np.tile(body, (walkers, 1))
spread = np.sqrt(2 * small_step * np.array([1, 1, axial_factor]))
for _ in range(number_steps):
    turn = rng.normal(size=(walkers, 3)) * spread
    vectors = Rotation.from_rotvec(turn).apply(vectors)
for rank in (1, 2):
    weights, rates = axial_modes(rank, 1.0, axial_factor, tilt)
    theory = np.sum(weights * np.exp(-rates * small_step * number_steps))
    # sampling noise is near 0.003; the finite step adds a smaller bias
    assert abs(legendre(rank, vectors @ body).mean() - theory) < 0.015


def axial_correlation(rank, t):
    weights, rates = axial_modes(rank, 0.5, 0.5 * axial_factor, tilt)
    return float(weights @ relaxation(rates**(1 / alpha) * t, alpha))


axial_ratio = (fall_time(lambda t: axial_correlation(1, t))
               / fall_time(lambda t: axial_correlation(2, t)))

# --- Macroscopic loss peak with directing field E + P/(3 eps0 eps_inf)
eps_s, eps_inf = 5.0, 2.1
strength = 3 * eps_inf * (eps_s - eps_inf) / (eps_s + 2 * eps_inf)


def macroscopic_loss(log_w):
    response = strength / (1 + (1j * np.exp(log_w))**alpha)
    return -(response / (1 - response / (3 * eps_inf))).imag


peak = minimize_scalar(lambda q: -macroscopic_loss(q), bounds=(-4, 4),
                       method='bounded', options={'xatol': 1e-9})
field_factor = np.exp(-peak.x)
field_formula = ((eps_s + 2 * eps_inf) / (3 * eps_inf))**(1 / alpha)
assert abs(field_factor / field_formula - 1) < 1e-5

# --- Worked example, rough values for a long-chain alkyl bromide liquid
tau_1 = 50.0                       # ps
temperature = 298.0                # K
dipole_debye = 2.0
mass_u, gyration_nm = 193.0, 0.3
field_mv_cm = 0.01
k_frac = tau_1**(-alpha) / 2
tau_2 = (6 * k_frac)**(-1 / alpha)
level = fall_time(lambda t: relax(t, alpha))
thermal = const.k * temperature
dipole = dipole_debye * 1e-21 / const.c
saturation = dipole * field_mv_cm * 1e8 / thermal
unit_field = thermal / dipole / 1e8
inertia = mass_u * const.atomic_mass * (gyration_nm * 1e-9)**2
free_time = np.sqrt(inertia / thermal) * 1e12
aged_one = aged_correlation(alpha, 1.0, 1.0, 1.0)
aged_second = aged_correlation(alpha, 1.0, 1e12 / tau_1, 1.0)
aged_ratio = (fall_time(lambda t: aged_correlation(alpha, 1.0, 1.0, t))
              / fall_time(lambda t: aged_correlation(alpha, 3.0, 1.0, t)))

print(f"order alpha = {alpha:.2f}")
print(f"rank-one time tau_1 = {tau_1:.1f} ps")
print(f"fractional constant K = {k_frac:.5f} ps^-{alpha}")
print(f"rank-two time tau_2 = {tau_2:.2f} ps")
print(f"ratio tau_1/tau_2 = {tau_1 / tau_2:.4f}")
print(f"rank-two time if alpha were 1 = {tau_1 / 3:.2f} ps")
print(f"1/e time in units of tau_l = {level:.4f}")
print(f"1/e times, ranks 1 and 2 = {level*tau_1:.2f}, {level*tau_2:.2f} ps")
for order in (0.5, 0.8):
    print(f"grid solution, alpha {order}: 1/e ratio = {grid_ratio[order]:.3f}"
          f", formula {3**(1/order):.3f}")
print(f"loss peak, rank 1 = {1e3 / (2*np.pi*tau_1):.2f} GHz")
print(f"loss peak, rank 2 = {1e3 / (2*np.pi*tau_2):.2f} GHz")
print(f"normalized peak loss = {losses[1.0]:.4f} (Debye 0.5)")
for t in (1.0, 10.0, 50.0, 500.0, 5000.0):
    print(f"t = {t:.0f} ps: C_1 = {relax(t/tau_1, alpha):.4f}, "
          f"C_2 = {relax(t/tau_2, alpha):.4f}")
print(f"short-time loss ratio (1-C_2)/(1-C_1) = {short_2/short_1:.4f}")
print(f"long-time ratio C_1/C_2 = {long_1/long_2:.4f}")
print(f"integral of C_1 to 1e3 tau_1 = {area_1[0]*tau_1:.1f} ps")
print(f"integral of C_1 to 1e4 tau_1 = {area_1[1]*tau_1:.1f} ps")
print(f"integral of C_2 to 1e4 tau_1 = {area_2*tau_1:.1f} ps")
print(f"ratio of these integrals at 1e4 tau_1 = {area_1[1]/area_2:.4f}")
print(f"1/e ratio, static mixture of Debye rates = {mixture_ratio:.4f}")
for degrees in (10, 60):
    print(f"time ratio for {degrees} degree turns = {turn_ratio[degrees]:.4f}")
print(f"C_1 over a lag tau_1, age 0 = {relax(1.0, alpha):.4f}")
print(f"C_1 over a lag tau_1, age tau_1 = {aged_one:.4f}")
print(f"C_1 over a lag tau_1, age 1 s = {aged_second:.4f}")
print(f"1/e ratio at age tau_1 = {aged_ratio:.4f}")
print(f"axial case: K_par/K_perp = {axial_factor:.1f}, "
      f"dipole tilt = {tilt_degrees:.0f} degrees")
print(f"axial case: 1/e ratio = {axial_ratio:.4f}")
print(f"permittivities: static = {eps_s:.1f}, high-frequency = {eps_inf:.1f}")
print(f"macroscopic/molecular rank-one time = {field_factor:.4f}")
print(f"apparent ratio with that factor = {field_factor*tau_1/tau_2:.3f}")
print(f"temperature = {temperature:.0f} K, dipole = {dipole_debye:.1f} D")
print(f"mass = {mass_u:.0f} u, gyration radius = {gyration_nm:.1f} nm")
print(f"free-rotation time sqrt(I/kT) = {free_time:.2f} ps")
print(f"1-C_1 and 1-C_2 at that time = {1-relax(free_time/tau_1, alpha):.4f}"
      f", {1-relax(free_time/tau_2, alpha):.4f}")
print(f"dipole energy/kT at {field_mv_cm} MV/cm = {saturation:.5f}")
print(f"relative saturation (energy/kT)^2/15 = {saturation**2/15:.2e}")
print(f"field where dipole energy = kT: {unit_field:.2f} MV/cm")
print("all tests passed")
```

Printed output:

```
order alpha = 0.80
rank-one time tau_1 = 50.0 ps
fractional constant K = 0.02187 ps^-0.8
rank-two time tau_2 = 12.66 ps
ratio tau_1/tau_2 = 3.9482
rank-two time if alpha were 1 = 16.67 ps
1/e time in units of tau_l = 1.0777
1/e times, ranks 1 and 2 = 53.89, 13.65 ps
grid solution, alpha 0.5: 1/e ratio = 8.978, formula 9.000
grid solution, alpha 0.8: 1/e ratio = 3.943, formula 3.948
loss peak, rank 1 = 3.18 GHz
loss peak, rank 2 = 12.57 GHz
normalized peak loss = 0.3633 (Debye 0.5)
t = 1 ps: C_1 = 0.9544, C_2 = 0.8705
t = 10 ps: C_1 = 0.7506, C_2 = 0.4477
t = 50 ps: C_1 = 0.3869, C_2 = 0.1129
t = 500 ps: C_1 = 0.0430, C_2 = 0.0123
t = 5000 ps: C_1 = 0.0056, C_2 = 0.0018
short-time loss ratio (1-C_2)/(1-C_1) = 2.9999
long-time ratio C_1/C_2 = 3.0002
integral of C_1 to 1e3 tau_1 = 216.4 ps
integral of C_1 to 1e4 tau_1 = 343.5 ps
integral of C_2 to 1e4 tau_1 = 114.5 ps
ratio of these integrals at 1e4 tau_1 = 2.9995
1/e ratio, static mixture of Debye rates = 3.0000
time ratio for 10 degree turns = 3.9108
time ratio for 60 degree turns = 2.7557
C_1 over a lag tau_1, age 0 = 0.3869
C_1 over a lag tau_1, age tau_1 = 0.5290
C_1 over a lag tau_1, age 1 s = 0.9955
1/e ratio at age tau_1 = 2.5629
axial case: K_par/K_perp = 4.0, dipole tilt = 35 degrees
axial case: 1/e ratio = 4.3238
permittivities: static = 5.0, high-frequency = 2.1
macroscopic/molecular rank-one time = 1.6053
apparent ratio with that factor = 6.338
temperature = 298 K, dipole = 2.0 D
mass = 193 u, gyration radius = 0.3 nm
free-rotation time sqrt(I/kT) = 2.65 ps
1-C_1 and 1-C_2 at that time = 0.0963, 0.2569
dipole energy/kT at 0.01 MV/cm = 0.00162
relative saturation (energy/kT)^2/15 = 1.75e-07
field where dipole energy = kT: 6.17 MV/cm
all tests passed
```
